# Final levels of an oscillator whose frequency doubles without displacement: a numerical check

```python
"""
Result under test: an oscillator in the ground state g of a well of angular
frequency w1 is expanded in the levels n of a well of frequency w2 with the
same minimum.  With r = (w2-w1)/(w2+w1), the probabilities are
    P_n = 0 for odd n,
    P_2k = sqrt(1-r^2) * (2k)!/(4^k k!^2) * r^(2k).
For w2 = 2 w1 this gives P_0 = 0.943 and P_2 = 0.052.

Grid units: length sqrt(hbar/(m w1)), energy hbar*w1; ratio = w2/w1.
Independent side of the tests: diagonalization of both wells on a grid.
"""
from math import comb, exp, log, sqrt
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import hbar, k as k_B, e as e_charge, atomic_mass

# ---------- grid Hamiltonian (sinc basis) ----------
step = 0.1
y = step * np.arange(-120, 121)
index = np.arange(len(y))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (1.0 - 2.0 * (np.abs(diff) % 2)) / (2 * step**2)


def solve(potential):
    """Energies and eigenvectors (columns) in the given potential."""
    return eigh(kinetic + np.diag(potential))


def weights(state, final_vectors, count=80):
    """Probabilities of the lowest final levels in a given state."""
    return (final_vectors[:, :count].T @ state) ** 2


def formula(ratio, n):
    """Closed form for the probability of final level n."""
    if n % 2:
        return 0.0
    r = (ratio - 1) / (ratio + 1)
    return sqrt(1 - r * r) * comb(n, n // 2) / 4 ** (n // 2) * r**n


# ---------- operator relation, checked on an arbitrary function ----------
# w1 = u^2, w2 = v^2, with m = hbar = 1
X = sp.symbols('X', real=True)
u, v = sp.symbols('u v', positive=True)
F = sp.Function('F')(X)


def ladder(root_w, sign):
    """Lowering (sign +1) or raising (sign -1) operator acting on F."""
    return (root_w * X * F + sign * sp.diff(F, X) / root_w) / sp.sqrt(2)


mixed = ((u**2 + v**2) * ladder(v, 1) + (u**2 - v**2) * ladder(v, -1))
assert sp.simplify(ladder(u, 1) - mixed / (2 * u * v)) == 0

# ---------- level probabilities for several frequency ratios ----------
energies1, vectors1 = solve(0.5 * y**2)
ground = vectors1[:, 0]
assert np.allclose(energies1[:10], np.arange(10) + 0.5, atol=1e-8)
for test_ratio in (0.5, 1.3, 2.0, 3.0):
    _, test_vectors = solve(0.5 * test_ratio**2 * y**2)
    numeric = weights(ground, test_vectors, 9)
    closed = [formula(test_ratio, n) for n in range(9)]
    assert np.allclose(numeric, closed, atol=1e-8)

ratio = 2.0
r = (ratio - 1) / (ratio + 1)
well2 = 0.5 * ratio**2 * y**2
energies2, vectors2 = solve(well2)
P = weights(ground, vectors2)
assert abs(P[0] - 0.943) < 5e-4 and abs(P[2] - 0.052) < 5e-4
assert P[1::2].sum() < 1e-16
assert abs(sum(formula(ratio, n) for n in range(0, 80, 2)) - 1) < 1e-12
assert abs(P[0] - 2 * sqrt(ratio) / (1 + ratio)) < 1e-9

# ---------- energy balance ----------
mean_energy = ground @ (kinetic + np.diag(well2)) @ ground
mean_level = float(np.arange(80) @ P)
assert abs(mean_energy - (1 + ratio**2) / 4) < 1e-8
assert abs(mean_level - (ratio - 1) ** 2 / (4 * ratio)) < 1e-8

# ---------- worked example: one mode of a trap in amorphous SiO2 ----------
quantum1 = 40.0                        # meV, initial well
quantum2 = ratio * quantum1            # meV, final well
mass_u = 28.0                          # atomic mass units
mass = mass_u * atomic_mass
omega1 = quantum1 * 1e-3 * e_charge / hbar
length = sqrt(hbar / (mass * omega1))  # m
width1 = length * sqrt(ground @ (y**2 * ground))
final0 = vectors2[:, 0]
width2 = length * sqrt(final0 @ (y**2 * final0))
assert abs(width1 / sqrt(hbar / (2 * mass * omega1)) - 1) < 1e-8
assert abs(width1 / width2 - sqrt(ratio)) < 1e-8

# ---------- neglected effect: temperature ----------
transfer = (vectors2[:, :80].T @ vectors1[:, :31]) ** 2


def thermal_factor(temperature):
    return exp(-quantum1 * 1e-3 * e_charge / (k_B * temperature))


def thermal_odd(temperature):
    """Odd-level weight from a thermal sum over initial levels."""
    x = thermal_factor(temperature)
    population = (1 - x) * x ** np.arange(31)
    return float((transfer @ population)[1::2].sum())


T_one_percent = quantum1 * 1e-3 * e_charge / (k_B * log(99))
for T in (T_one_percent, 300.0, 398.0):
    x = thermal_factor(T)
    assert abs(thermal_odd(T) - x / (1 + x)) < 1e-8
assert abs(thermal_odd(T_one_percent) - 0.01) < 1e-8

# ---------- neglected effect: displacement ----------


def displaced(relaxation_meV):
    """Shift and final-level weights for a given relaxation energy."""
    shift = sqrt(2 * relaxation_meV / quantum1) / ratio
    _, shifted = solve(0.5 * (y - shift) ** 2)
    return shift, weights(shifted[:, 0], vectors2)


relax_one_percent = -log(0.98) * ratio**2 * quantum1 / 2
relax_trap = 1000.0                    # meV, rough size for oxide traps
for relax in (relax_one_percent, 100.0, relax_trap):
    shift, P_shift = displaced(relax)
    assert abs(P_shift.sum() - 1) < 1e-7
    assert abs(P_shift[1::2].sum() - (1 - exp(-shift**2)) / 2) < 1e-7
    damping = exp(-shift**2 * ratio / (1 + ratio))
    assert abs(P_shift[0] - formula(ratio, 0) * damping) < 1e-8
assert abs(displaced(relax_one_percent)[1][1::2].sum() - 0.01) < 1e-7
likeliest = int(np.argmax(P_shift))

# ---------- neglected effect: oxide field on a charged mode ----------
field_MV_cm = 5.0
force = e_charge * field_MV_cm * 1e8   # N, for one elementary charge
f = force * length / (hbar * omega1)
_, field1 = solve(0.5 * y**2 - f * y)
_, field2 = solve(well2 - f * y)
odd_field = weights(field1[:, 0], field2, 40)[1::2].sum()
field_shift = force / (mass * omega1**2) * (1 - 1 / ratio**2)
assert abs(odd_field - (1 - exp(-(field_shift / length) ** 2)) / 2) < 1e-7

# ---------- neglected effect: anharmonic final well ----------


def morse_odd(depth):
    """Odd-level weight for a Morse final well of the same curvature."""
    a = ratio / sqrt(2 * depth)
    _, vectors = solve(depth * (1 - np.exp(-a * y)) ** 2)
    return weights(ground, vectors, 20)[1::2].sum()


depth_eV = 4.0
odd_morse = morse_odd(depth_eV * 1e3 / quantum1)
assert odd_morse > 1e-6
# for deep wells the odd weight falls as the inverse of the depth
assert abs(morse_odd(1600.0) / morse_odd(6400.0) / 4 - 1) < 0.1
# an even (quartic) term leaves the even-only rule intact
_, quartic = solve(well2 + 0.1 * y**4)
assert weights(ground, quartic, 20)[1::2].sum() < 1e-16

# ---------- printed numbers ----------
print(f"frequency ratio w2/w1: {ratio:.1f}")
print(f"r = (w2-w1)/(w2+w1): {r:.4f}")
for n in range(7):
    print(f"probability of final level {n}: {abs(P[n]):.5f}")
print(f"sum of levels 0 and 2: {P[0] + P[2]:.5f}")
print(f"weight of all levels from 4 up: {P[4:].sum():.5f}")
print(f"ratio P2/P0: {P[2] / P[0]:.5f}")
print(f"mean final level number: {mean_level:.4f}")
print(f"initial quantum: {quantum1:.1f} meV")
print(f"final quantum: {quantum2:.1f} meV")
print(f"spacing of allowed final levels: {2 * quantum2:.1f} meV")
print(f"initial zero-point energy: {energies1[0] * quantum1:.2f} meV")
print(f"final zero-point energy: {energies2[0] * quantum1:.2f} meV")
print(f"mean energy of g in final well: {mean_energy * quantum1:.2f} meV")
excess = (mean_energy - energies2[0]) * quantum1
print(f"mean energy above final ground level: {excess:.2f} meV")
print(f"mode mass: {mass_u:.1f} u")
print(f"rms width of initial ground state: {width1 * 1e12:.2f} pm")
print(f"rms width of final ground state: {width2 * 1e12:.2f} pm")
for T in (300.0, 398.0):
    print(f"Boltzmann factor x at {T:.0f} K: {thermal_factor(T):.4f}")
    print(f"odd-level weight at {T:.0f} K: {thermal_odd(T):.4f}")
print(f"temperature for odd weight 0.01: {T_one_percent:.1f} K")
print(f"relaxation energy for odd weight 0.01: {relax_one_percent:.2f} meV")
print(f"relaxation energy of rough trap case: {relax_trap:.0f} meV")
print(f"displacement in trap case: {shift * length * 1e12:.2f} pm")
print(f"odd-level weight in trap case: {P_shift[1::2].sum():.4f}")
print(f"probability of level 0 in trap case: {P_shift[0]:.3e}")
print(f"likeliest final level in trap case: {likeliest}")
print(f"its probability: {P_shift[likeliest]:.4f}")
print(f"oxide field: {field_MV_cm:.1f} MV/cm")
print(f"displacement by field: {field_shift * 1e12:.3f} pm")
print(f"odd-level weight by field: {odd_field:.5f}")
print(f"depth of Morse final well: {depth_eV:.1f} eV")
print(f"odd-level weight by Morse anharmonicity: {odd_morse:.5f}")
print("OK")
```

Output:

```
frequency ratio w2/w1: 2.0
r = (w2-w1)/(w2+w1): 0.3333
probability of final level 0: 0.94281
probability of final level 1: 0.00000
probability of final level 2: 0.05238
probability of final level 3: 0.00000
probability of final level 4: 0.00436
probability of final level 5: 0.00000
probability of final level 6: 0.00040
sum of levels 0 and 2: 0.99519
weight of all levels from 4 up: 0.00481
ratio P2/P0: 0.05556
mean final level number: 0.1250
initial quantum: 40.0 meV
final quantum: 80.0 meV
spacing of allowed final levels: 160.0 meV
initial zero-point energy: 20.00 meV
final zero-point energy: 40.00 meV
mean energy of g in final well: 50.00 meV
mean energy above final ground level: 10.00 meV
mode mass: 28.0 u
rms width of initial ground state: 4.32 pm
rms width of final ground state: 3.05 pm
Boltzmann factor x at 300 K: 0.2128
odd-level weight at 300 K: 0.1755
Boltzmann factor x at 398 K: 0.3115
odd-level weight at 398 K: 0.2375
temperature for odd weight 0.01: 101.0 K
relaxation energy for odd weight 0.01: 1.62 meV
relaxation energy of rough trap case: 1000 meV
displacement in trap case: 21.60 pm
odd-level weight in trap case: 0.5000
probability of level 0 in trap case: 2.266e-04
likeliest final level in trap case: 11
its probability: 0.0813
oxide field: 5.0 MV/cm
displacement by field: 0.350 pm
odd-level weight by field: 0.00164
depth of Morse final well: 4.0 eV
odd-level weight by Morse anharmonicity: 0.00385
OK
```
